# Stokes shift in the displaced-oscillator model: band means versus band maxima, part 1

(Sections cited here and not found follow in the second part.)

A calculation on a defect or a molecule has delivered two relaxed geometries, an effective vibrational quantum $\hbar\omega$ and a Huang–Rhys factor $S$, and these must now be compared with a measured absorption band and emission band. One has to decide which feature of the bands the computed $2S\hbar\omega$ is to be set against: the highest points, the strongest vibronic lines, or the centres of gravity. The same decision arises in reverse, when $S$ is to be read from a spectrum by dividing a separation by $2\hbar\omega$. In the example worked below the three separations are about 339, 300 and 383 meV for one and the same system, and only the last is $2S\hbar\omega$.

## The belief and its appeal

The belief is that the Stokes shift, meaning the distance between the absorption maximum and the emission maximum, equals $2S\hbar\omega$ exactly in the displaced-oscillator model. The argument is the configuration-coordinate diagram. Nuclei do not move during the optical transition, so absorption is a vertical arrow from the bottom of the ground-state parabola. It ends one relaxation energy above the bottom of the excited parabola. Emission is a vertical arrow from the bottom of the excited parabola and ends one relaxation energy above the bottom of the ground one. The arrows differ by two relaxation energies, each $S\hbar\omega$. The nucleus is most likely to be found at the bottom of its well, so the arrows seem to mark the most likely photon energies.

Everything up to the last sentence is correct. The arrows have an exact quantum meaning, but it is the mean photon energy and not the most likely one.

## The model

One mode with mass-weighted coordinate $Q$ and momentum $P$ has the same harmonic frequency $\omega$ in both electronic states, with minima displaced by $\Delta Q>0$. The transition dipole does not depend on $Q$ (Condon approximation). With $q=Q\sqrt{\omega/\hbar}$, $p=P/\sqrt{\hbar\omega}$, $[q,p]=i$ and $d=\Delta Q\sqrt{\omega/\hbar}$,

$$H_g=\tfrac12\hbar\omega\,(p^2+q^2),\qquad H_e=E_0+\tfrac12\hbar\omega\,[p^2+(q-d)^2],\qquad S=\frac{d^2}{2}=\frac{\omega\,\Delta Q^2}{2\hbar}.$$

The zero-point energies are equal, so $E_0$ is also the zero-phonon energy. The relaxation energy is $\tfrac12\hbar\omega d^2=S\hbar\omega$. Expanding $(q-d)^2-q^2=d^2-2dq$ gives the gap operator

$$V=H_e-H_g=E_0+\hbar\omega\,(S-dq).$$

Until the last section "spectrum" means the lineshape function: a line at each transition energy, with weight $p_i|\langle f|i\rangle|^2$, where $p_i$ is the thermal population of the initial vibrational level and the smooth powers of the photon energy have been divided out. Positions are measured by $x=(E-E_0)/\hbar\omega$ in absorption and $x=(E_0-E)/\hbar\omega$ in emission. The reflection $q\to d-q$ exchanges the two parabolas, so the two bands are the same function of $x$, mirror images about $E_0$. Any feature at $x$ in both bands therefore gives a separation $2x\,\hbar\omega$.

## What the arrows measure

In absorption the initial states $|i\rangle$ are eigenstates of $H_g$ with energy $E_i$ and the final states $|f\rangle$ are eigenstates of $H_e$. Since $E_f\langle f|=\langle f|H_e$ and $\sum_f|f\rangle\langle f|=1$,

$$\langle E\rangle_{\rm abs}=\sum_{i,f}p_i\langle i|f\rangle(E_f-E_i)\langle f|i\rangle=\sum_i p_i\langle i|H_e-E_i|i\rangle=\sum_i p_i\langle i|V|i\rangle ,$$

where the last step uses $E_i|i\rangle=H_g|i\rangle$. Every eigenstate of $H_g$ has definite parity, so $\langle q\rangle=0$ and $\langle E\rangle_{\rm abs}=E_0+S\hbar\omega$. In emission the initial states belong to $H_e$, the photon energy is $E_i-E_f$, and the same steps give $\langle i|E_i-H_g|i\rangle=\langle i|V|i\rangle$, now with $\langle q\rangle=d$. Then $S-d^2=-S$, and

$$\langle E\rangle_{\rm abs}-\langle E\rangle_{\rm em}=(E_0+S\hbar\omega)-(E_0-S\hbar\omega)=2S\hbar\omega .$$

The populations entered only through $\sum_i p_i=1$, so this holds at every temperature. A symmetric broadening with a finite first moment, such as a Gaussian, leaves each line's mean in place and so leaves the result alone; a Lorentzian has no first moment, and the mean then depends on the integration window. This assumes a static width centred on each line in both bands; a width produced by modes that relax between absorption and emission brings a shift of its own, given in the last section. A maximum coincides with a mean for a symmetric single-peaked band, and these bands are not symmetric.

## Resolved lines at zero temperature

Let $a=(q+ip)/\sqrt2$ be the lowering operator of the ground well and $b=(q-d+ip)/\sqrt2=a-\sqrt S$ that of the excited well, using $d/\sqrt2=\sqrt S$. From $a|0_g\rangle=0$ follows $b|0_g\rangle=-\sqrt S\,|0_g\rangle$. Project on $\langle n_e|$, use $\langle n_e|b=\sqrt{n+1}\,\langle (n+1)_e|$, which is the adjoint of $b^\dagger|n_e\rangle=\sqrt{n+1}\,|(n+1)_e\rangle$, and write $c_n=\langle n_e|0_g\rangle$:

$$\sqrt{n+1}\,c_{n+1}=-\sqrt S\,c_n .$$

Squaring and shifting the index, the weights $P_n=|c_n|^2$ obey $P_n/P_{n-1}=S/n$. Hence $P_n=P_0S^n/n!$, and $\sum_nP_n=P_0e^{S}=1$ fixes

$$P_n=e^{-S}\frac{S^n}{n!}\quad\text{at}\quad x=n=0,1,2,\dots$$

The weights grow while $n<S$ and fall once $n>S$. For non-integer $S$ the strongest line is $n^*=\lfloor S\rfloor$, and

$$\Delta_{\rm lines}=2\lfloor S\rfloor\,\hbar\omega,\qquad (2S-2)\hbar\omega<\Delta_{\rm lines}<2S\hbar\omega .$$

For integer $S$ the ratio equals one at $n=S$ and two lines tie; at $S=3$, $P_2=P_3=0.2240$. For $S<1$ the zero-phonon line is the strongest in both bands and the separation is zero, while the means still differ by $2S\hbar\omega$.

The value $(2S-1)\hbar\omega$ is the smooth line through this staircase. The deficit $2S-2\lfloor S\rfloor$ is twice the fractional part of $S$, and a fractional part spread evenly over $[0,1)$ has mean $\tfrac12$, so the mean deficit is one quantum. The envelope of the lines says the same: $\ln P_n-\ln P_{n-1}=\ln(S/n)$ is a finite-difference slope that belongs to the midpoint $n-\tfrac12$, and it vanishes at $n=S$, which puts the top of the envelope near $x=S-\tfrac12$. For one system with resolved lines, however, $(2S-1)\hbar\omega$ is only an average statement, off by up to one quantum either way.

The asymmetry can be read from the same slope: $\ln(S/n)$ is larger in magnitude a given distance below $n=S$ than the same distance above it, so the weights fall faster toward small $x$ and leave a longer tail toward large $x$. The tail pulls the mean beyond the maximum. That the band stops at $x=0$ when there are no phonons to absorb is not what sets the offset: at large $S$ almost no weight lies near $x=0$ and the offset remains, and the third central moment derived below is the same at every temperature.

## The band at any temperature

To treat temperature and broadening, take the Fourier transform $G(\theta)=\sum_{i,f}p_i|\langle f|i\rangle|^2e^{ix\theta}$, where $\theta$ is time multiplied by $\omega$. In absorption $x$ is the eigenvalue of $b^\dagger b$ in $|f\rangle$ minus that of $N=a^\dagger a$ in $|i\rangle$, so closure gives the thermal average $G=\langle e^{i\theta b^\dagger b}e^{-i\theta N}\rangle$.

Define $D(\beta)=e^{\beta a^\dagger-\beta^*a}$ and $\alpha=\sqrt S$. The rule $e^Aae^{-A}=a+[A,a]$, exact when $[A,a]$ is a number, gives $D(\alpha)aD(-\alpha)=a-\alpha=b$, so $e^{i\theta b^\dagger b}=D(\alpha)e^{i\theta N}D(-\alpha)$. Because $a^\dagger$ raises $N$ by one, $e^{i\theta N}a^\dagger e^{-i\theta N}=e^{i\theta}a^\dagger$, and therefore $e^{i\theta N}D(-\alpha)e^{-i\theta N}=D(\gamma)$ with $\gamma=-\alpha e^{i\theta}$. Thus $G=\langle D(\alpha)D(\gamma)\rangle$.

Now use $e^Ae^B=e^{A+B}e^{[A,B]/2}$, valid when $[A,B]$ is a number. Here $[A,B]=\alpha\gamma^*-\alpha\gamma=S(e^{i\theta}-e^{-i\theta})=2iS\sin\theta$, so

$$G=e^{iS\sin\theta}\langle D(\beta)\rangle,\qquad \beta=\alpha(1-e^{i\theta}),\qquad |\beta|^2=2S(1-\cos\theta).$$

The same identity, with $[\beta a^\dagger,-\beta^*a]=|\beta|^2$, gives $D(\beta)=e^{-|\beta|^2/2}e^{\beta a^\dagger}e^{-\beta^*a}$. In a diagonal element only terms with equal powers of $a^\dagger$ and $a$ survive, and $\langle m|a^{\dagger k}a^k|m\rangle=m!/(m-k)!$. With $p_m=(1-z)z^m$, $z=e^{-\hbar\omega/k_BT}$ and $\bar n=z/(1-z)$,

$$\langle a^{\dagger k}a^k\rangle=(1-z)\,z^k\frac{d^k}{dz^k}\frac1{1-z}=(1-z)\frac{k!\,z^k}{(1-z)^{k+1}}=k!\,\bar n^k .$$

Then $\langle e^{\beta a^\dagger}e^{-\beta^*a}\rangle=\sum_k(-|\beta|^2)^k\,k!\,\bar n^k/(k!)^2=e^{-\bar n|\beta|^2}$. Collecting the factors $e^{-|\beta|^2(\bar n+1/2)}$,

$$\ln G=iS\sin\theta+S(2\bar n+1)(\cos\theta-1).$$

At $\bar n=0$ this is $S(e^{i\theta}-1)$, the transform of the Poisson weights. Let every line be replaced by a Gaussian of standard deviation $\sigma=s\hbar\omega$. A convolution multiplies transforms, so $\ln G$ gains $-s^2\theta^2/2$. Cumulants are defined by $\ln G=\sum_k\kappa_k(i\theta)^k/k!$; the first three are the mean, the variance and the third central moment. Since $i\sin\theta$ is the sum of the odd terms $(i\theta)^k/k!$ and $\cos\theta-1$ the sum of the even ones with $k\ge2$,

$$\kappa_1=\kappa_3=\kappa_5=\dots=S,\qquad \kappa_2=S(2\bar n+1)+s^2,\qquad \kappa_4=\kappa_6=\dots=S(2\bar n+1).$$

The mean agrees with the closure result. The third cumulant is positive and independent of temperature and width, while the variance grows with both.

Without broadening $G$ has period $2\pi$, which expresses that all lines sit at integer $x$ at any temperature: in this single-mode model heating alone never merges them. With broadening the recurrence at $\theta=2\pi$ has height $e^{-2\pi^2s^2}$, which is $0.169$ for $s=0.3$ and $3.26\times10^{-6}$ for $s=0.8$. This height sets the scale of the surviving line structure; whether separate maxima remain depends also on the width of the whole band, as shown below. Two limits are simple.

## Narrow lines

At $T=0$ the band is $F(x)\propto\sum_nP_ne^{-(x-n)^2/2s^2}$, and its slope is proportional to $\sum_nP_n(n-x)e^{-(x-n)^2/2s^2}$. For $x\le0$ no term is negative and those with $n\ge1$ are positive, so the maximum lies at $x>0$ for any $S>0$ and $s>0$. Strict coincidence of the two maxima for $S<1$ is thus a property of infinitely sharp lines. To see how fast it is lost, set $x=n^*+\delta$, keep the two neighbours of $n^*$, and divide by $P_{n^*}e^{-\delta^2/2s^2}$. With $A=P_{n^*+1}/P_{n^*}=S/(n^*+1)$, $B=P_{n^*-1}/P_{n^*}=n^*/S$, $\epsilon=e^{-1/2s^2}$ and $(1\mp\delta)^2=1\mp2\delta+\delta^2$,

$$-\delta+(1-\delta)A\epsilon\,e^{\delta/s^2}-(1+\delta)B\epsilon\,e^{-\delta/s^2}=0 .$$

To first order in $\delta$ this is $-\delta+\epsilon(A-B)+\epsilon\delta(A+B)(s^{-2}-1)=0$. The leading solution is $\delta\approx(A-B)\epsilon$, exponentially small for small $s$, and the last term enlarges it by the factor $1/[1-\epsilon(A+B)(s^{-2}-1)]$ when $s<1$. The staircase therefore survives, except when $S$ is so near an integer that two lines differ in weight by a relative amount of order $\epsilon$ and the tails decide which is higher.

The band means differ by exactly $2S\hbar\omega$ at every temperature, while the strongest sharp lines at $T=0$ are $2\lfloor S\rfloor\hbar\omega$ apart for non-integer $S$, a separation that narrow broadening barely changes except when $S$ is very close to an integer. It remains to find where the maxima lie once the lines merge, to test the results on numbers, and to treat raw spectra and the limits of the model.
